# Why moderate annealing raises sheet resistance in laser-activated arsenic-doped silicon

A calculation of sheet resistance after laser annealing and a later furnace step must choose its active donor density. Should it keep the density left by the laser, use the equilibrium value at the furnace temperature, or follow the density in time? The first choice can give a resistance two or three times too low. The second can be wrong when the furnace step is cold or short. A solvable model shows when each choice is justified.

## The trapped state and its driving force

Laser melting followed by fast freezing can leave arsenic on substitutional sites at a density $C_0$ above $n_e(T)$, the active density that coexists with precipitates at temperature $T$. Each active atom is taken to be an ionised donor with one electron, and inactive arsenic is taken to be neutral. Charge neutrality then makes the active donor density equal to the electron density $n$.

Let $N$ be the density of lattice sites. For dilute donors the free energy per volume, apart from a constant energy per donor, is

$$f(n)=k_BT\,n\left[\ln\frac nN-1\right]+f_{\rm el}(n).$$

The first term is the mixing free energy, and $f_{\rm el}$ is that of the electron gas. Since $df_{\rm el}/dn=E_F$, measured from a fixed band edge, adding one active atom costs

$$\mu(n)=\frac{df}{dn}=k_BT\ln\frac nN+E_F(n).$$

An atom in a precipitate has a fixed free energy $g$. Equilibrium requires $\mu(n_e)=g$. Moving an atom from solution at density $n$ to the precipitate therefore releases

$$\Delta\mu=\mu(n)-\mu(n_e)=k_BT\ln\frac n{n_e}+E_F(n)-E_F(n_e).$$

Both parts are positive for $n>n_e$. The electron part appears because deactivation removes an electron as well as a donor from solution, and the free energy per added electron, $E_F$, rises with density. If $C_0<n_e$, the sign is reversed and this cause of deactivation is absent.

The example has $C_0=10^{21}$ cm$^{-3}$ and an anneal at 750 °C, where $n_e=1.2\times10^{20}$ cm$^{-3}$. The mixing part is 0.19 eV and the electron part 0.33 eV, so the initial driving force is 0.52 eV per atom. Differences of the total free energy, with the electron energy and entropy summed from the occupations, give the same value. These values assume parabolic valleys. Silicon's density of states rises faster at high energy, which lowers the electron part to about 0.28 eV (0.27 to 0.29 eV, depending on the band model and its numerical settings). Electron exchange, also omitted, would change the driving force by about $-0.03$ eV in a zero-temperature estimate and $-0.045$ eV at 750 °C, if $n_e$ were held fixed. On the same condition, the omitted attraction between electrons and donors would change it by about $-0.05$ eV in a linear-response estimate for randomly placed donors. Together these corrections reduce the driving force but leave it positive.

## Clusters instead of precipitates

Small clusters also limit the active density, though less sharply. Let $C_c$ be the density of neutral clusters of $m$ atoms. A cluster has chemical potential $g_c+k_BT\ln(C_c/N)$, where $g_c$ is its formation free energy. Forming one consumes $m$ active atoms, so equilibrium requires

$$m\,\mu(n)=g_c+k_BT\ln\frac{C_c}{N}.$$

Differentiation with respect to $\ln n$ gives

$$m\left(k_BT+\frac{dE_F}{d\ln n}\right)=k_BT\frac{d\ln C_c}{d\ln n},$$

and hence

$$\frac{d\ln n}{d\ln C_c}=\frac{k_BT}{m\,(k_BT+dE_F/d\ln n)}.$$

For $m=4$ this slope is 0.11 at $n_e$, in agreement with direct minimisation of the free energy. When $g_c$ is set so that a total density of $10^{21}$ cm$^{-3}$ gives $n=n_e$, doubling the total arsenic raises the equilibrium active density by 9%. Most of the added arsenic is inactive. The kinetics below use the simpler precipitate limit, with constant $n_e$. Each sink in the example takes up only about nine atoms, so $n_e$ serves there as an effective limit and not as the exact value for a bulk precipitate.

## How far an atom must travel

A driving force changes nothing if atoms cannot move. The distance that matters is the distance to a sink, which can be much shorter than the layer depth.

Surround each sink by a spherical cell of radius $R$. An atom is captured at radius $a$, and symmetry between neighbouring cells allows no net flux through $R$. Let $t_c(r)$ be the mean time to capture from radius $r$. Drift in electric fields is neglected, so the walk has no preferred direction. During a short time $\delta t$ the atom makes a random displacement, and

$$t_c=\delta t+\langle t_c({\bf r}+\delta{\bf r})\rangle
=\delta t+t_c+D\,\delta t\,\nabla^2t_c.$$

The linear term in the displacement averages to zero, and the quadratic term gives the diffusivity $D$. Thus $D\nabla^2t_c=-1$, or

$$\frac{d}{dr}\left(r^2\frac{dt_c}{dr}\right)=-\frac{r^2}{D}.$$

Integrating from $r$ to $R$ and using $t_c'(R)=0$ gives $r^2t_c'=(R^3-r^3)/(3D)$. Dividing by $r^2$ and integrating from $a$, where $t_c=0$, gives

$$D\,t_c(r)=\frac{R^3}{3}\left(\frac1a-\frac1r\right)-\frac{r^2-a^2}{6}.$$

Atoms start uniformly through the cell. Their volume-averaged capture time is written $\Lambda^2/D$, with

$$\Lambda^2=\frac{3}{R^3-a^3}\int_a^R r^2\,D\,t_c(r)\,dr.$$

The integral of each power of $r$ gives

$$\begin{aligned}
\Lambda^2=\frac{3}{R^3-a^3}\Bigg\{&\frac{R^3}{3}\left[\frac{R^3-a^3}{3a}-\frac{R^2-a^2}{2}\right]\\
&+\frac16\left[\frac{a^2(R^3-a^3)}3-\frac{R^5-a^5}5\right]\Bigg\}.
\end{aligned}$$

For widely separated sinks, $a\ll R$, this tends to $R^3/(3a)$. That limit would be poor here, as the numbers show.

The model places one sink in each block of $4\times4\times4$ cubic silicon cells. The block is 2.17 nm wide and holds about ten arsenic atoms. A sphere of equal volume has $R=1.35$ nm. Capture at the second-neighbour distance sets $a=0.384$ nm. The full expression gives $\Lambda^2=1.11$ nm$^2$, whereas $R^3/(3a)$ gives about 2.1 nm$^2$.

Since these lengths are only a few bonds, the continuum needs a check. A nearest-neighbour walk on the diamond lattice, with the same sink spacing and with capture on reaching the second-neighbour shell or closer, takes 129 hops on average. With hop length $\ell=0.235$ nm, three-dimensional diffusion gives $\Lambda^2=129\,\ell^2/6\approx1.19$ nm$^2$, 7% above the continuum value.

The sink density is a choice, but close donors are plentiful. At $10^{21}$ cm$^{-3}$ arsenic fills 2% of the sites. A site has 16 neighbours within two shells, so the chance that a donor has at least one such partner in a random alloy is $1-0.98^{16}\approx0.28$. That is nearly three atoms per sink cell, in about 1.3 separate groups. These groups are possible seeds; whether they are stable enough to grow is not calculated.

## The loss of active donors

Let the matrix density next to a sink be $n_e$. The excess above $n_e$ then diffuses to an absorbing surface. Its decay contains several radial modes, but the integral of its surviving fraction over time is the mean capture time $\Lambda^2/D$. Replacing the modes by one exponential with that same integral gives

$$\frac{dn}{dt}=-\frac D{\Lambda^2}(n-n_e).$$

At high doping the model takes $D=D_i\,n/n_i$, where $n_i$ is the intrinsic carrier density at the anneal temperature and $D_i$ is the part of the diffusivity at $n=n_i$ that is due to negatively charged point defects. The mean electron density in the cell sets $D$. Neutral defects add a part independent of $n$. It is the larger part at $n=n_i$, but it is small at the doping used here and is omitted. Define $\kappa=D_i/(n_i\Lambda^2)$. Then

$$\frac{dn}{dt}=-\kappa n(n-n_e).$$

Put $u=1/n$. Since $du/dt=-(dn/dt)/n^2$,

$$\frac{du}{dt}=\kappa\frac{n-n_e}{n}=\kappa(1-n_eu).$$

This is linear in $u$. With $u(0)=1/C_0$ its solution is

$$u=\frac1{n_e}+\left(\frac1{C_0}-\frac1{n_e}\right)e^{-\kappa n_et},$$

and inversion gives

$$n(t)=\frac{n_e}{1-(1-n_e/C_0)e^{-\kappa n_et}}.$$

The initial capture time is $1/(\kappa C_0)$. Near equilibrium the excess decays with the longer time $1/(\kappa n_e)$. The slowing has a definite cause in this model: removing electrons lowers the diffusivity of the remaining donors.

The rate equation also gives the motion needed. Rearranging it,

$$D\,dt=-\Lambda^2\frac{dn}{n-n_e},$$

so

$$\int_0^tD\,dt'=\Lambda^2\ln\frac{C_0-n_e}{n-n_e}.$$

If a fraction $\phi$ of the initial excess remains, the one-dimensional diffusion length is

$$L=\sqrt{2\int_0^t D\,dt'}=\Lambda\sqrt{2\ln(1/\phi)}.$$

For given sinks, $L$ depends on how much excess has been removed and not separately on $D$ or temperature. A smaller $D$ means a longer wait for the same local motion. This is why a layer can deactivate with little change in its depth.

## Thirty minutes at 750 °C

The material inputs are rough laws for arsenic in silicon: $n_e=2\times10^{22}e^{-0.45\,{\rm eV}/k_BT}$ cm$^{-3}$, $n_i=3.9\times10^{16}T^{3/2}e^{-0.60\,{\rm eV}/k_BT}$ cm$^{-3}$ with $T$ in K, and $D_i=10\,e^{-4.05\,{\rm eV}/k_BT}$ cm$^2$/s. At 750 °C, $n_i=1.41\times10^{18}$ cm$^{-3}$ and $D_i=1.12\times10^{-19}$ cm$^2$/s.

At the initial density $D=7.9\times10^{-17}$ cm$^2$/s, or $7.9\times10^{-3}$ nm$^2$/s. The initial capture time is therefore $1.11/(7.9\times10^{-3})\approx140$ s. The late time is longer by $C_0/n_e\approx8.2$, about 1150 s.

After 1800 s, $\kappa n_et\approx1800/1150\approx1.57$, and

$$n\approx\frac{1.215\times10^{20}}{1-0.8785\,e^{-1.57}}
\approx1.49\times10^{20}\ {\rm cm^{-3}}.$$

About 3% of the initial excess remains, so $L\approx\sqrt{2(1.11)(3.47)}\approx2.8$ nm. The layer is 50 nm deep. Its active density has fallen by a factor of 6.7 while atoms have moved a small part of that depth.

Keeping all radial modes gives $1.51\times10^{20}$ cm$^{-3}$ at the same time. The largest difference between the two density curves is 2.3% of $C_0$, so the single-rate approximation is adequate for this regular array of sinks. Sinks placed at random with the same mean density capture atoms more slowly: lattice walks then leave about $1.9\times10^{20}$ cm$^{-3}$ active, compared with $1.54\times10^{20}$ cm$^{-3}$ for the regular array.

## Why higher mobility does not cancel the loss

Fewer ionised donors also mean less scattering, so mobility rises. Whether resistance rises depends on the product of carrier density and mobility.

Use Hartree atomic units for the scattering calculation. Electrons occupy six equivalent valleys, represented by spheres of mass $m$, at low temperature. Counting both spins gives

$$n=6\,\frac{k_F^3}{3\pi^2}=\frac{2k_F^3}{\pi^2}.$$

With $E_F=k_F^2/(2m)$, the density of states is $dn/dE_F=3nm/k_F^2=6mk_F/\pi^2$. In a medium of dielectric constant $\varepsilon$, the screening wavevector obeys

$$q_s^2=\frac{4\pi}{\varepsilon}\frac{dn}{dE_F}=\frac{24mk_F}{\pi\varepsilon}.$$

In the Born approximation, a singly charged donor has differential cross-section

$$\frac{d\sigma_s}{d\Omega}=\frac{(2m/\varepsilon)^2}{(q^2+q_s^2)^2},\qquad q^2=2k_F^2(1-\cos\theta).$$

Current is relaxed by scattering weighted with $1-\cos\theta$. For donor density $n$ and speed $k_F/m$, the substitution $x=1-\cos\theta$ gives

$$\frac1\tau=n\frac{k_F}{m}\,2\pi\frac{4m^2}{\varepsilon^2}
\int_0^2\frac{x\,dx}{(2k_F^2x+q_s^2)^2}.$$

Now set $y=2k_F^2x/q_s^2$ and $b=4k_F^2/q_s^2$. The integral becomes

$$\frac1{4k_F^4}\int_0^b\frac{y\,dy}{(1+y)^2}=\frac{F(b)}{4k_F^4},\qquad
F=\ln(1+b)-\frac b{1+b}.$$

Therefore $1/\tau=2\pi nmF/(\varepsilon^2k_F^3)$. With conductivity mass $m_c$,

$$\sigma=\frac{n\tau}{m_c}=\frac{\varepsilon^2k_F^3}{2\pi mm_cF}
=\frac{\pi\varepsilon^2}{4mm_c}\frac nF.$$

The last step uses $k_F^3=\pi^2n/2$. Since $b=\pi\varepsilon k_F/(6m)$, it varies as $n^{1/3}$. Hence

$$\frac{d\ln\sigma}{d\ln n}=1-\frac13\frac{d\ln F}{d\ln b}
=1-\frac{b^2}{3(1+b)^2F}.$$

To bound this slope, consider $G=2F-b^2/(1+b)^2$. It vanishes at $b=0$, and

$$G'=\frac{2b}{(1+b)^2}-\frac{2b}{(1+b)^3}
=\frac{2b^2}{(1+b)^3}>0.$$

Thus $0<b^2/[(1+b)^2F]<2$, and

$$\frac13<\frac{d\ln\sigma}{d\ln n}<1.$$

Removing donors lowers conductivity throughout this model. For a uniform layer of fixed depth $d$, the sheet resistance is $R_\square=1/(\sigma d)$. Integrating the slope from $n$ to $C_0$ yields

$$\left(\frac{C_0}{n}\right)^{1/3}<\frac{R_\square(n)}{R_\square(C_0)}<\frac{C_0}{n}.$$

The upper limit would apply if mobility did not change. The lower limit shows that the mobility gain cannot reverse the sign. Direct integration over scattering angle gives slopes between 0.46 and 0.67 for densities from $10^{19}$ to $2\times10^{21}$ cm$^{-3}$.

The numerical mobility uses $\varepsilon=11.7$, $m=0.321$ and $m_c=0.258$. The Born scattering rate is multiplied by five to bring the mobility to a realistic rough size; this constant cancels from the resistance ratio. Mobility rises from 30 to 65 cm$^2$/Vs, a gain of 2.16. The resistance ratio is therefore $6.72/2.16\approx3.1$. In ordinary units $R_\square=1/(en\mu_e d)$, with $e$ the elementary charge and $\mu_e$ the mobility:

$$R_\square(C_0)=\frac1{(1.602\times10^{-19})(10^{21})(30.0)(5\times10^{-6})}
\approx42\ \Omega/\square,$$

and the same arithmetic after annealing gives 130 $\Omega/\square$.

If the correction to Born scattering varies with density, the bounds need not hold. A common fit to measured mobilities in arsenic-doped silicon, extended to $C_0$, gives a mobility gain of about 3.4 and a resistance ratio of about 2.0 instead of 3.1. The wider criterion is direct: mobility would have to rise 6.7 times to cancel this carrier loss.

## Why the temperature is moderate

Keep the initial density, depth, sinks and 30-minute duration fixed, and change the temperature.

| Anneal (°C) | Final $n$ ($10^{20}$ cm$^{-3}$) | $R_\square$ ($\Omega/\square$) | $L$ (nm) |
|---:|---:|---:|---:|
| 500 | 10.0 | 42 | 0.01 |
| 600 | 9.8 | 42 | 0.2 |
| 700 | 3.9 | 74 | 1.6 |
| 750 | 1.5 | 130 | 2.8 |
| 800 | 1.5 | 127 | 5.4 |
| 900 | 2.3 | 101 | 28 |

At 500 and 600 °C the driving force exists but the modelled motion is too small. At 800 and 900 °C the active density has reached equilibrium, and $n_e$ increases with temperature. The resistance consequently passes through a maximum, which lies at 750 °C among these six cases. It is a property of the chosen time and sink density as well as of the material.

At 900 °C the diffusion length exceeds half the layer depth, so the fixed-depth resistance is no longer reliable. Widening a layer while conserving its arsenic can allow more of the dose to be active. Diffusion over tens of nanometres can thus oppose the resistance rise, whereas diffusion over a few nanometres permits it.

The equilibrium relation also gives the direction of a second anneal. Material deactivated at 750 °C has a density below $n_e$ at 900 °C, so clusters or precipitates then tend to dissolve. The time for dissolution requires a separate rate calculation.

## What changes in a real layer

A depth of 50 nm and a dose of $5\times10^{15}$ cm$^{-2}$ are plausible for a heavily doped laser-annealed layer, but 30 minutes at 750 °C is a long treatment for a modern shallow junction. Real profiles also have graded edges. With an edge described by a complementary error function of width 5 nm, and active density capped at the annealed value, the resistance ratio falls from 3.1 to about 2.8, because the dilute edge has less excess to lose. Sink density matters more: eight times fewer sinks with the same capture radius leave $5.2\times10^{20}$ cm$^{-3}$ active, instead of $1.5\times10^{20}$ cm$^{-3}$. Each of these sinks would collect tens of atoms, and letting it grow lowers the result by an amount that depends on the growth rule. If each captured atom adds 0.02 to 0.04 nm$^3$ (one to two lattice sites) to the sink volume, 3.9 to 3.2 $\times10^{20}$ cm$^{-3}$ remain active. If the capture shell is carried outside the growing cluster, about $2\times10^{20}$ cm$^{-3}$ remain. The same rules lower the main example from 1.5 to between 1.2 and 1.35 $\times10^{20}$ cm$^{-3}$.

Several electronic omissions are smaller. Electrons at 300 K give a ratio of 3.2, as does adding a lattice-limited mobility of 1400 cm$^2$/Vs to the low-temperature result. Using the conductivity mass throughout gives 3.3. The neutrality of inactive arsenic is a stronger assumption. If each inactive atom still scattered as a separate singly charged ion, without supplying a carrier, the ratio would be about 21. That case shows the sensitivity to cluster charge; it is not an estimate for real clusters.

The diffusion law is extrapolated to very high doping. The walk to a sink also omits electric drift. Electrons spreading into the donor-poor region round a sink make it negative and draw the positive donors in, so capture can be faster than calculated. Degenerate electrons also raise the density of charged defects faster than in proportion to $n$. An estimate with both effects takes the matrix as locally neutral and lets the defect density follow the local electron density. Local neutrality is only a rough guide here, because the screening length, 0.4 to 0.8 nm, is not small against the 1 nm from sink to cell edge; at 600 °C most of the extra loss comes from degeneracy alone. It lowers the final active density from 9.8 to about $8.4\times10^{20}$ cm$^{-3}$ at 600 °C and from 3.9 to about $2.1\times10^{20}$ cm$^{-3}$ at 700 °C. At 750 °C it gives about $1.2\times10^{20}$ cm$^{-3}$ instead of $1.5\times10^{20}$ cm$^{-3}$. Close donor pairs and extra point defects may also speed transport, while a nucleation delay would slow deactivation. The cold side of the table is therefore not a safe processing limit, and real layers can deactivate at lower temperatures than it suggests.

For the resistance calculation, the simple diffusion law allows the initial density to be kept when $\kappa C_0t\ll1$. A real layer needs a much wider margin: at 600 °C this number is only 0.02, yet the estimate with drift and degenerate electrons loses about 16% of the active donors. In the model, the equilibrium density may be used when $\kappa n_et\gg1$ and $L\ll d$. Between these limits the active density must be followed in time, and when $L$ approaches $d$ the depth profile must be followed as well. The numerical output gives the values for the example.

## Calculated quantities

```
Initial active density: 1.00e+21 cm^-3
Layer depth: 50 nm; dose: 5.00e+15 cm^-2
Anneal: 750 C, 1800 s; kT: 0.0882 eV
Equilibrium active density n_e: 1.215e+20 cm^-3
Intrinsic density at anneal: 1.414e+18 cm^-3
D_i: 1.124e-19 cm^2/s
D at C0: 7.947e-17 cm^2/s
Masses, density of states/conductivity: 0.321/0.258 m_e
Driving force, mixing part: 0.186 eV
Driving force, electron part: 0.332 eV
Driving force, total: 0.518 eV/atom
Same from free-energy differences: 0.518 eV
Cluster log slope, formula/minimum: 0.1114/0.1114
Active-density factor on doubling total As: 1.087
Sink spacing: 2.172 nm; cell radius: 1.348 nm
Capture radius: 0.384 nm
As atoms per sink cell: 10.25
Lambda^2, formula/radial: 1.1094/1.1094 nm^2
Lambda^2, lattice walk: 1.1853 nm^2
Mean hops to capture: 128.6
Chance-neighbour fraction, formula/count: 0.276/0.277
Initial capture time: 139.6 s
Final active density: 1.488e+20 cm^-3
Final density, full radial modes: 1.505e+20 cm^-3
Largest single-rate error: 2.34 % of C0
Diffusion length sqrt(2 int D dt): 2.78 nm
Mobility before/after: 30.0/64.6 cm^2/Vs
Carrier loss factor: 6.722
Mobility gain factor: 2.155
Sheet resistance before/after: 41.7/130.0 ohm/sq
Resistance ratio: 3.120
Lower bound on ratio: 1.887
Conductivity slope range: 0.458 to 0.665
500 C: n=1.00e+21 cm^-3, Rs=41.7 ohm/sq, L=0.01 nm
600 C: n=9.82e+20 cm^-3, Rs=42.1 ohm/sq, L=0.21 nm
700 C: n=3.92e+20 cm^-3, Rs=74.3 ohm/sq, L=1.57 nm
750 C: n=1.49e+20 cm^-3, Rs=130.0 ohm/sq, L=2.78 nm
800 C: n=1.54e+20 cm^-3, Rs=127.4 ohm/sq, L=5.44 nm
900 C: n=2.33e+20 cm^-3, Rs=100.7 ohm/sq, L=28.50 nm
Ratio with 300 K electrons: 3.235
Ratio with lattice mobility 1400 cm^2/Vs: 3.196
Ratio if inactive As scatters as ions: 20.974
Ratio using conductivity mass throughout: 3.291
Exchange change of driving force: -0.034 eV
Final n with neutral-defect diffusion: 1.467e+20 cm^-3
Final n with eight times fewer sinks: 5.199e+20 cm^-3
Ratio with 5 nm graded edge: 2.799
Ratio if depth grows by diffusion length: 2.956
Radial mesh shift, 200 to 400 cells: -4.37e-05 nm^2
Fermi-level shift, 4001 to 2001 points: 4.72e-17 eV
```
